# Isotropic Exchange and the Moments of Magnetic Resonance Lines in Solids

## 1. Two spins

Take two spins 1/2 in a strong field along $z$, with energies in angular-frequency units ($\hbar=1$). If the spins are alike, their dipolar coupling in high field and their isotropic exchange are

$$H=b\,(3I_{1z}I_{2z}-\mathbf I_1\cdot\mathbf I_2)+J\,\mathbf I_1\cdot\mathbf I_2. \tag{1}$$

In the triplet $\mathbf I_1\cdot\mathbf I_2=1/4$. The states with $M=\pm1$ therefore have energy $b/2+J/4$, and the state with $M=0$ has $-b+J/4$. The operator $I_x=I_{1x}+I_{2x}$ does not connect the triplet to the singlet, so the resonance consists of two equal lines displaced by $\pm 3b/2$ from the Larmor frequency. $J$ has dropped out: the mean square displacement is $9b^2/4$ whatever the exchange.

If the spins are unlike, with Larmor frequencies far apart, the transverse part of the exchange cannot conserve Zeeman energy. What remains is $(c+J)I_zS_z$, where $c$ is the dipolar coefficient. The $I$ line splits into two at $\pm(c+J)/2$, with mean square displacement $(c+J)^2/4$. Here exchange acts like a local field.

With more than two like spins exchange does in general affect the line, though not its second moment.

## 2. Moments as commutators

Consider $N$ like spins $I$ at fixed positions, with equal Larmor frequencies and no quadrupole coupling. The Larmor frequency is taken to be large compared with both the dipolar and the exchange couplings, so that only the part of the dipolar coupling that commutes with the total $I_z$ need be kept, and the temperature is high enough for all spin states to be equally populated. In the frame rotating at the Larmor frequency, $H=H_d+H_{ex}$ with

$$H_d=\sum_{j<k}b_{jk}(3I_{jz}I_{kz}-\mathbf I_j\cdot\mathbf I_k),\qquad H_{ex}=\sum_{j<k}J_{jk}\,\mathbf I_j\cdot\mathbf I_k, \tag{2}$$

$$b_{jk}=\frac{\mu_0}{4\pi}\frac{\gamma^2\hbar}{2r_{jk}^3}(1-3\cos^2\theta_{jk}), \tag{3}$$

where $\theta_{jk}$ is the angle between $\mathbf r_{jk}$ and the field. The line shape $g(\omega)$ is the spectrum of $I_x=\sum_jI_{jx}$: a line at $E_a-E_b$ with intensity proportional to $|\langle a|I_x|b\rangle|^2$. Exchanging $a$ and $b$ shows that it is even in $\omega$.

Since $\langle a|[H,A]|b\rangle=(E_a-E_b)\langle a|A|b\rangle$, each commutator with $H$ supplies one factor of frequency. With $\|A\|^2=\mathrm{Tr}\,A^\dagger A$,

$$M_2=\frac{\|[H,I_x]\|^2}{\|I_x\|^2},\qquad M_4=\frac{\|[H,[H,I_x]]\|^2}{\|I_x\|^2}. \tag{4}$$

## 3. The second moment

From $[I_\alpha,I_\beta]=i\epsilon_{\alpha\beta\gamma}I_\gamma$ one finds

$$[\mathbf I_j\cdot\mathbf I_k,\mathbf I_j]=i\,\mathbf I_j\times\mathbf I_k,\qquad[\mathbf I_j\cdot\mathbf I_k,\mathbf I_k]=-i\,\mathbf I_j\times\mathbf I_k. \tag{5}$$

The sum vanishes, so $[H_{ex},I_x]=0$, and likewise for the scalar products in $H_d$. The term $3b_{jk}I_{jz}I_{kz}$ survives, and with $[I_z,I_x]=iI_y$

$$D\equiv[H,I_x]=3i\sum_{j<k}b_{jk}(I_{jy}I_{kz}+I_{jz}I_{ky}). \tag{6}$$

Divide all traces by the dimension of the space. Then $\langle I_{j\alpha}^2\rangle=I(I+1)/3\equiv s$, while $\langle I_{jy}I_{jz}\rangle=0$. All products in (6) are thus mutually orthogonal, each with squared norm $s^2$. The numerator is $18s^2\sum_{j<k}b_{jk}^2$ and the denominator $Ns$, giving

$$M_2=3I(I+1)\,\frac1N\sum_j\sum_{k\ne j}b_{jk}^2. \tag{7}$$

This contains no $J$. Exchange conserves the total spin, which is the quantity observed, so it cannot by itself make $I_x$ precess.

## 4. The fourth moment

The second commutator is $[H,D]=[H_d,D]+[H_{ex},D]$. Its squared norm has a part free of $J$, a part linear in $J$ and a part quadratic in $J$. The linear part could have either sign, so the rise of $M_4$ is proved once this part is shown to vanish.

Define the symmetric tensor of operators

$$Q_{\alpha\beta}=\sum_{j<k}b_{jk}\left(I_{j\alpha}I_{k\beta}+I_{j\beta}I_{k\alpha}-\tfrac23\delta_{\alpha\beta}\mathbf I_j\cdot\mathbf I_k\right), \tag{8}$$

for which $Q_{xx}+Q_{yy}+Q_{zz}=0$. Comparison with (2) and (6) gives $H_d=\frac32Q_{zz}$ and $D=3iQ_{yz}$. Let $R_{\alpha\beta}=[H_{ex},Q_{\alpha\beta}]$. Then

$$[H_d,D]=\tfrac{9i}{2}[Q_{zz},Q_{yz}],\qquad[H_{ex},D]=3iR_{yz}. \tag{9}$$

Both are Hermitian, so the cross term in $\|[H,D]\|^2$ is twice the trace of their product, $-27X$ with

$$X=\mathrm{Tr}\,([Q_{zz},Q_{yz}]R_{yz}). \tag{10}$$

Now rotate all spin operators together, keeping the numbers $b_{jk}$ and $J_{jk}$ fixed. This is a unitary transformation, so traces do not change. $H_{ex}$ does not change either, hence $R$ transforms in the same way as $Q$.

**Rotation by 90° about $x$.** With $I_y\to I_z$ and $I_z\to-I_y$, $Q_{zz}\to Q_{yy}$, while $Q_{yz}$ and $R_{yz}$ change sign. The two signs cancel, so $X=\mathrm{Tr}([Q_{yy},Q_{yz}]R_{yz})$. Averaging this with (10) and using $Q_{yy}+Q_{zz}=-Q_{xx}$,

$$X=-\tfrac12\mathrm{Tr}\,([Q_{xx},Q_{yz}]R_{yz}). \tag{11}$$

**Rotation by 45° about $x$.** With $I_y\to(I_y+I_z)/\sqrt2$ and $I_z\to(I_z-I_y)/\sqrt2$, $Q_{yz}\to\frac12(Q_{zz}-Q_{yy})$ and $Q_{xx}$ is unchanged. Hence

$$X=-\tfrac18\mathrm{Tr}\,([Q_{xx},Q_{zz}-Q_{yy}](R_{zz}-R_{yy})). \tag{12}$$

Let $K=[Q_{xx},Q_{yy}]$. Replacing $Q_{zz}$ by $-Q_{xx}-Q_{yy}$ shows that $[Q_{yy},Q_{zz}]=[Q_{zz},Q_{xx}]=K$ too. The commutator in (12) is therefore $-K-K=-2K$, and $X=\frac14\mathrm{Tr}\,K(R_{zz}-R_{yy})$.

**Cyclic rotation $x\to y\to z\to x$.** $K$ goes into $[Q_{yy},Q_{zz}]=K$ and $R_{yy}$ into $R_{zz}$. Thus $\mathrm{Tr}\,KR_{yy}=\mathrm{Tr}\,KR_{zz}$, and $X=0$.

The quadratic part is $9\|R_{yz}\|^2$. The 45° rotation gives $\|R_{yz}\|^2=\frac14\|R_{zz}-R_{yy}\|^2$. By the cyclic rotation the three diagonal components have equal squared norms $T$ and equal mutual products $U=\mathrm{Tr}R_{yy}^\dagger R_{zz}$. Multiplying $R_{xx}+R_{yy}+R_{zz}=0$ by $R_{zz}^\dagger$ and taking the trace gives $T+2U=0$. Hence $\|R_{yz}\|^2=\frac14(2T-2U)=\frac34T$. Since $R_{zz}=\frac23[H_{ex},H_d]$, the quadratic part is $9\cdot\frac34\cdot\frac49\,\|[H_{ex},H_d]\|^2$, and

$$M_4(J)=M_4(0)+\frac{3\,\|[H_{ex},H_d]\|^2}{\|I_x\|^2}. \tag{13}$$

This holds for any spin $I$ and any set of $J_{jk}$, of either sign. The fourth moment rises unless exchange commutes with the dipolar coupling, and the rise is quadratic in the overall strength of $J$.

The pair of spins 1/2 is such an exception: $H_d$ acts within the triplet, where $\mathbf I_1\cdot\mathbf I_2$ is a constant, and gives zero on the singlet. For a pair of spins 1 the operators no longer commute. With $b=1$ and $J=3$ diagonalization gives a rise from 45 to 126. In a cluster of five spins 1/2 with random couplings $M_4$ goes from 60.6 to 129.3 at unchanged $M_2$, and the difference agrees with (13) for both signs of $J$.

## 5. Sums for a lattice of spins 1/2

To evaluate (13) for a crystal, take $I=1/2$ and consider three sites $j,k,l$. The coupling $\mathbf I_j\cdot\mathbf I_k$ commutes with the $jk$ term of (6), as in the pair. On the terms that join $j$ and $k$ to $l$ it acts through (5), producing, apart from the prefactor $3i$ of (6),

$$i(b_{jl}-b_{kl})V_{jk,l},\quad V_{jk,l}=(\mathbf I_j\times\mathbf I_k)_yI_{lz}+(\mathbf I_j\times\mathbf I_k)_zI_{ly}. \tag{14}$$

Let $a_l=J_{jk}(b_{jl}-b_{kl})$, $a_j=J_{kl}(b_{jk}-b_{jl})$ and $a_k=J_{jl}(b_{kl}-b_{jk})$. Then $[H_{ex},D]=-3\sum(a_lV_{jk,l}+a_jV_{kl,j}+a_kV_{lj,k})$, summed over triples. Writing out the cross products and collecting equal terms turns the bracket into

$$(a_k-a_l)W_j+(a_l-a_j)W_k+(a_j-a_k)W_l, \tag{15}$$

with $W_j=I_{jx}(I_{kz}I_{lz}-I_{ky}I_{ly})$ and similarly for $W_k,W_l$. The three $W$ are orthogonal. Each has two products of normalized squared norm $(1/4)^3$, together $1/32$. Dividing by $\langle I_x^2\rangle=N/4$,

$$M_4(J)-M_4(0)=\frac{9}{8N}\sum_{\rm triples}\left[(a_j-a_k)^2+(a_k-a_l)^2+(a_l-a_j)^2\right]. \tag{16}$$

For $M_4(0)$, let $p_j=b_{jk}b_{jl}$, $p_k=b_{jk}b_{kl}$, $p_l=b_{jl}b_{kl}$ and $P=p_j+p_k+p_l$. The scalar products in $H_d$ act like an exchange $J_{jk}=-b_{jk}$. In (15) this makes $a_k-a_l=2p_j-p_k-p_l=3p_j-P$, so they contribute $-3(3p_j-P)W_j$. The terms $3b\,I_zI_z$ add $18p_jI_{jx}I_{kz}I_{lz}$: the pair $jk$ acts on the $jl$ term of $D$ and the pair $jl$ on the $jk$ term, each giving $3\cdot3i\cdot(-i)\,p_j=9p_j$. The coefficient of $I_{jx}I_{kz}I_{lz}$ is then $18p_j-3(3p_j-P)=3(3p_j+P)$, and that of $I_{jx}I_{ky}I_{ly}$ is $3(3p_j-P)$.

There is also a one-spin part. Acting on its own term of $D$, and with $I_z^2=1/4$, a pair gives $\frac94b_{jk}^2(I_{jx}+I_{kx})$. The total coefficient of $I_{jx}$ is $m_j=\frac94\sum_kb_{jk}^2$. Adding the squares,

$$M_4(0)=\frac1N\sum_jm_j^2+\frac{27}{8N}\sum_{\rm triples}\left[3(p_j^2+p_k^2+p_l^2)+P^2\right]. \tag{17}$$

If all sites are equivalent, the first term is $M_2^2$.

## 6. From moments to a narrower line

The ratio $M_4/M_2$ is the average of $\omega^2$ taken with weight $\omega^2g$. A larger $M_4$ at fixed $M_2$ therefore means that $M_2$ comes, on average, from farther out in the line. It does not fix the width of the centre, which needs information about the dynamics. Let $F(t)=\mathrm{Tr}[I_x(t)I_x]/\mathrm{Tr}I_x^2=1-M_2t^2/2+M_4t^4/24-\dots$ be the free decay, and define a memory function $K(t)$ by

$$\frac{dF}{dt}=-\int_0^tK(t-t')F(t')\,dt'. \tag{18}$$

Insert $K=K_0+K_2t^2/2+\dots$. The terms in $t$ give $K_0=M_2$. Those in $t^3$ give $M_4/6=-(K_2-K_0M_2)/6$, so $K_2=M_2^2-M_4$. The memory of the local field therefore begins to decay at a rate given by

$$\omega_e^2=-\frac{K_2}{K_0}=\frac{M_4-M_2^2}{M_2}. \tag{19}$$

By (13), $\omega_e$ grows as $|J|$ for strong exchange, unless exchange commutes with $H_d$. The assumption that goes beyond the moments is that the whole memory decays on this time scale; take $K(t)=M_2e^{-\omega_e^2t^2/2}$. The Laplace transform of (18) gives

$$g(\omega)=\frac1\pi\,\mathrm{Re}\,\frac{1}{i\omega+\hat K(i\omega)},\qquad\hat K(i\omega)=\int_0^\infty K(t)e^{-i\omega t}dt. \tag{20}$$

For $|\omega|\ll\omega_e$, expanding the exponential gives $\hat K\approx\Delta-i\omega M_2/\omega_e^2$ with

$$\Delta=\sqrt{\frac\pi2}\,\frac{M_2}{\omega_e}. \tag{21}$$

The centre is then Lorentzian with half-width at half-maximum $\Delta/(1-M_2/\omega_e^2)$, which tends to $\Delta\propto1/|J|$. A spin sees its local field change before it has precessed appreciably in it. This holds while $\omega_e$ stays well below the Larmor frequency. When exchange approaches or exceeds it, as is common for electron spins, the dipolar terms dropped in (2) contribute too, and in a powder they raise the width by a factor of up to 10/3.

The second moment is still there. For $|\omega|\gg\Delta$ and $\omega_e^2\gg M_2$, $g\approx\mathrm{Re}\hat K/(\pi\omega^2)$, where $\mathrm{Re}\hat K=\Delta e^{-\omega^2/2\omega_e^2}$. The integral of $\omega^2g$ is then $\Delta\omega_e\sqrt{2\pi}/\pi=M_2$. Weak wings reaching out to about $\omega_e$ carry it, and a measurement that loses them in the noise underestimates $M_2$.

The memory assumption fails when part of $H_d$ does not fluctuate. In a finite cluster, $H_d$ generally has matrix elements within single levels of $H_{ex}$. These survive however large $J$ is, and where they shift the levels unequally they leave a residual width to first order. Clusters of eight spins 1/2 with random couplings, the dipolar ones shifted to zero mean in each cluster, show both the narrowing and a residual width. Without exchange half the intensity lies within $\pm0.76\sqrt{M_2}$. For an rms exchange of $10\sqrt{M_2}$ this falls to $\pm0.11\sqrt{M_2}$, but tripling the exchange again reduces it merely to $\pm0.08\sqrt{M_2}$. These are averages over four clusters; single clusters scatter about them by $0.03$ to $0.04\sqrt{M_2}$. Narrowing as $1/|J|$ is thus a statement about extended networks in which the memory decays fast enough for its time integral to be finite and proportional to $1/|J|$. With a tail as slow as $t^{-1/2}$ the integral diverges and (21) does not apply. Diffusion in one dimension can produce such a tail: two polarizations that start as neighbours on a chain and spread independently by diffusion are neighbours again with a probability that falls as $t^{-1/2}$.

## 7. Unlike spins

Let spins $S$ with another Larmor frequency be present, and observe the lines near $\omega_I$. The exchange is $J_{jk}[I_{jz}S_{kz}+\frac12(I_{j+}S_{k-}+I_{j-}S_{k+})]$. In the doubly rotating frame its second part oscillates at $\omega_I-\omega_S$ and drops out to leading order in $J/|\omega_I-\omega_S|$. With the dipolar part, the coupling is

$$H_{IS}=\sum_{j,k}(c_{jk}+J_{jk})I_{jz}S_{kz},\quad c_{jk}=\frac{\mu_0}{4\pi}\frac{\gamma_I\gamma_S\hbar}{r_{jk}^3}(1-3\cos^2\theta_{jk}). \tag{22}$$

Now the observed operator is $I_x$ of the $I$ spins alone, and $[I_{jz}S_{kz},I_{jx}]=iI_{jy}S_{kz}$ does not vanish. These products are orthogonal to one another and to those in (6), with squared norm $s\,S(S+1)/3$. Couplings among the $S$ spins commute with $I_x$. Hence

$$M_2^{(I)}=3I(I+1)\frac1{N_I}\sum_{j\neq k}b_{jk}^2+\frac{S(S+1)}{3N_I}\sum_{j,k}(c_{jk}+J_{jk})^2, \tag{23}$$

where the first sum runs over ordered pairs of $I$ spins.

The square contains $2c_{jk}J_{jk}$, so in a single crystal exchange can also reduce the second moment. In a cluster of two $I$ and two $S$ spins, choosing $J_{jk}=-c_{jk}$ lowers $M_2$ from 3.33 to 1.44, the part due to the $I$ spins. The cross term vanishes in a powder, where $1-3\cos^2\theta$ averages to zero. It also vanishes for a shell of six neighbours along the cubic axes with one common $J$: there $\sum\cos^2\theta=2$ for any field direction, and $6-3\cdot2=0$. In these cases exchange adds $\frac13S(S+1)\sum_kJ_{jk}^2$ for each $I$ spin.

If $J$ becomes comparable with $|\omega_I-\omega_S|$, the truncation fails and the two resonances can no longer be treated separately.

## 8. A simple cubic lattice

Take a model lattice of spins 1/2 with $\gamma/2\pi=25$ MHz/T, spacing 0.35 nm, field along [001] and exchange $J$ between nearest neighbours. All frequencies are now quoted as $\omega/2\pi$ in kHz. The moment and width relations keep their form, because every term scales alike.

The dipolar constant $\mu_0\gamma^2\hbar/4\pi a^3$ is 0.966 kHz. By (3), four neighbours have $b=0.483$ kHz and two have $b=-0.966$ kHz. They contribute $\frac94(4\cdot0.483^2+2\cdot0.966^2)=6.30$ kHz² to $M_2$, and the whole lattice gives 7.01 kHz². The sums (16) and (17) give

$$M_4\approx104+22.4\,J^2\quad(\text{kHz}^4,\ J\text{ in kHz}). \tag{24}$$

For $J=10$ kHz, $M_4=2340$ kHz⁴. Equation (19) gives $\nu_e=\sqrt{(2340-49)/7.01}=18.1$ kHz, and (21) gives $1.253\cdot7.01/18.1=0.49$ kHz. The half-widths below come from the full line (20), except at $J=0$, where the entry is the half-width of a Gaussian with the same $M_2$ and serves only as a scale. With $M_4/M_2^2=2.1$ the line is flatter than a Gaussian, for which the ratio is 3; (20) then has its maxima near $\pm2.6$ kHz and falls to half its maximum at about 4.0 kHz.

| $J$ (kHz) | $M_4/M_2^2$ | half-width (kHz) |
|---|---|---|
| 0 | 2.1 | 3.1 |
| 5 | 13.5 | 1.02 |
| 10 | 48 | 0.50 |
| 20 | 184 | 0.25 |

At $J=5$ kHz the width is 9% above the limit $\Delta=0.94$ kHz. The correction found below (21) accounts for this: $M_2/\nu_e^2=0.08$, and $0.94/0.92=1.02$ kHz. These widths depend on the Gaussian memory, whereas $M_2$ and $M_4$ do not. The memory $K(t)=M_2/\cosh\omega_et$, for example, gives the same two moments, but at $J=10$ kHz a half-width of 0.63 kHz instead of 0.50 kHz.

Now occupy the sites alternately by $I$ and by $S$, also of spin 1/2, with $\gamma_S/2\pi=20$ MHz/T. At 5 T the Larmor frequencies differ by 25 MHz, far more than $J$. Without exchange $M_2^{(I)}=0.57+1.83=2.40$ kHz². The six neighbours of each $I$ spin are now unlike and add $\frac14\cdot6J^2=1.5J^2$. At $J=10$ kHz the second moment is 152 kHz², and its square root has grown from 1.5 to 12.3 kHz. The exchange that narrows the like-spin line to about 0.5 kHz in the Gaussian-memory model here spreads the resonance over more than 10 kHz. Further values are in the numerical output.

## Calculated quantities

```
Like-spin clusters, random couplings (arbitrary frequency unit):
 spin 0.5, N=5: M2 without J 5.5055, with J 5.5055
   M4 without J 60.607, with J 129.259, rise 68.652
 spin 1.0, N=3: M2 without J 7.6409, with J 7.6409
   M4 without J 107.173, with J 153.922, rise 46.749
Isolated pair, b=1, J=3: M4 without J, with J
 spin 0.5: 5.0625, 5.0625
 spin 1.0: 45.0000, 126.0000
8-spin clusters with M2=1 (mean of 4 samples):
 rms J =  0 sqrt(M2): half the intensity lies within +-0.760 sqrt(M2)
 rms J = 10 sqrt(M2): half the intensity lies within +-0.114 sqrt(M2)
 rms J = 30 sqrt(M2): half the intensity lies within +-0.083 sqrt(M2)
Unlike spins (two I=1/2, two S=1), M2 of I: spectrum, formula
 J=0: 3.3335, 3.3335
 random J: 3.4267, 3.4267
 J=-c: 1.4400, 1.4400
Simple cubic lattice, spin 1/2, field along [001]:
 gamma_I/2pi = 25.0 MHz/T, a = 0.35 nm
 dipolar constant mu0 gamma^2 hbar/(4 pi a^3)/2pi = 0.9659 kHz
 M2 = 7.0094 kHz^2, sqrt(M2) = 2.6475 kHz
 M4 at J=0 = 104.189 kHz^4
 exchange rise of M4 divided by J^2 = 22.3559 kHz^2
 J=0: M4/M2^2 = 2.121, Gaussian-line half-width 3.117 kHz
 J=5 kHz: M4 = 663.1 kHz^4, M4/M2^2 = 13.50, nu_e = 9.359 kHz
   half-width 1.0200 kHz, Lorentzian limit 0.9387 kHz
 J=10 kHz: M4 = 2339.8 kHz^4, M4/M2^2 = 47.62, nu_e = 18.077 kHz
   half-width 0.4966 kHz, Lorentzian limit 0.4860 kHz
 J=20 kHz: M4 = 9046.6 kHz^4, M4/M2^2 = 184.13, nu_e = 35.828 kHz
   half-width 0.2465 kHz, Lorentzian limit 0.2452 kHz
Alternating I and S (both spin 1/2) on the same lattice:
 gamma_S/2pi = 20.0 MHz/T; Larmor difference at 5 T = 25.0 MHz
 M2 of I from I spins 0.5652, from S dipoles 1.8330 kHz^2
 J=0 kHz: M2 = 2.398 kHz^2, sqrt(M2) = 1.549 kHz
 J=5 kHz: M2 = 39.898 kHz^2, sqrt(M2) = 6.317 kHz
 J=10 kHz: M2 = 152.398 kHz^2, sqrt(M2) = 12.345 kHz
 J=20 kHz: M2 = 602.398 kHz^2, sqrt(M2) = 24.544 kHz
```
